Is the carbon–sulfur stretch period a clock for sulfonium bond fission?

**Problem**

A sulfonium photoacid generator in a lithographic resist releases acid after one of its carbon–sulfur bonds has broken. Take a C–S stretch of wavenumber 700 cm⁻¹.

(a) What is the period of this vibration?

(b) Suppose that light puts the ion directly on a repulsive surface along the C–S coordinate. How long does the bond take to break, and why should this time have anything to do with the period of a vibration in the ground state?

(c) How does the answer change with the shape of the repulsive surface, with the mass that recoils, and with quantum and thermal motion?

(d) What happens if the excited state has a barrier instead?

Use these rough, round values, chosen for the regime of a triphenylsulfonium salt exposed at 193 nm: well depth D = 3 eV, energy release E = 1 eV, range of the repulsion L = 0.05 nm, temperature 300 K. Count the bond as broken when it has stretched by X = 0.15 nm.

**Solution**

**The period**

A wavenumber w is the number of wavelengths per unit length, so the frequency is cw and the period is

T = 1/(cw) = 1/(2.998×10¹⁰ cm/s × 700 cm⁻¹) = 4.765×10⁻¹⁴ s = 47.65 fs.

The angular frequency is ω = 2π/T = 0.1319 rad/fs, and the vibrational quantum is ħω = 0.0868 eV.

To compare this with a fission time we need to know what sets T. Let x be the extension of the bond from its ground-state length, and treat the stretch as the motion of a carbon atom against a sulfur atom, with reduced mass

m = m_C m_S/(m_C + m_S) = 8.74 u.

This is a local picture: it leaves out the coupling of the stretch to the rings. Describe the ground state by a Morse well,

U(x) = D[1 − exp(−ax)]².

For small x, 1 − exp(−ax) ≈ ax, so U ≈ Da²x². Comparison with ½kx² gives the force constant k = 2Da². Since ω² = k/m,

ω = a√(2D/m),  T = (2π/a)√(m/2D).

The period is thus a length, 1/a, divided by a speed, √(2D/m), apart from the factor 2π. The numbers are

k = mω² = 252 N/m,
a = √(k/2D) = 16.2 nm⁻¹.

One reservation concerns the 700 cm⁻¹ itself. We have used it as the harmonic wavenumber, whereas a spectrum shows the step between the two lowest levels. The Morse levels are

E_n = ħω(n + ½) − (ħω)²(n + ½)²/(4D).

Between n = 0 and n = 1 the square (n + ½)² grows by 9/4 − 1/4 = 2, so the step is

E₁ − E₀ = ħω − (ħω)²/(2D).

This corresponds to 690 cm⁻¹, and a numerical diagonalization of the same well agrees. The difference of 1.4% is negligible in an estimate of this kind.

**The time on a repulsive surface**

Let the excited state have the potential

V(x) = E exp(−x/L).

Its zero is the energy of the separated fragments in this electronic state, so E is the energy released along the bond. The 193 nm photon carries 6.42 eV, which is 3.42 eV more than D. A release of 1 eV is therefore affordable; the remainder can stay in the fragments as internal energy.

The absorption of light leaves the nuclei where they were. We start the bond at x = 0 and at rest, and conserve energy:

½m(dx/dt)² + E exp(−x/L) = E.

Solve for the velocity, taking the positive root because the bond lengthens:

dx/dt = v√(1 − exp(−x/L)),  v = √(2E/m).

Here v is the final relative speed. Separating the variables gives the time to reach X:

t = (1/v) ∫₀^X dx/√(1 − exp(−x/L)).

Substitute s = exp(x/2L). Then exp(−x/L) = 1/s² and dx = 2L ds/s, so that

dx/√(1 − 1/s²) = (2L ds/s) · s/√(s² − 1) = 2L ds/√(s² − 1).

The lower limit x = 0 becomes s = 1, where arccosh s = 0. Since the integral of 1/√(s² − 1) is arccosh s,

t = (2L/v) arccosh[exp(X/2L)].

For the given values,

v = √(2 × 1 eV/8.74 u) = 0.00470 nm/fs,
arccosh[exp(1.5)] = 2.180,
t = (0.100 nm/0.00470 nm/fs) × 2.180 = 46.4 fs.

A direct numerical solution of Newton's equation on this surface also gives 46.4 fs. At the chosen end point the remaining repulsion is E exp(−3), about 5% of E. Most of the push is then over, which makes X = 0.15 nm a reasonable convention for a broken bond. It does not mean that the fragments have escaped from each other in the solid film.

**Why the period appears**

Divide t by T, using 1/v = √(m/2E) and 1/T = (a/2π)√(2D/m):

t/T = 2L√(m/2E) · (a/2π)√(2D/m) · arccosh[exp(X/2L)].

The two factors of √m cancel, as do the factors of 2, leaving

t/T = (aL/π) √(D/E) arccosh[exp(X/2L)].

This answers the question in part (b). The mass sets how quickly the nuclei respond to a force of given size, and it enters both motions in the same way. What remains is a comparison of two surfaces, their ranges through aL and their energies through D/E, together with the chosen end point through X/2L. If the two surfaces have similar ranges and energies, so that aL and D/E are near one, and X is a few times L, the ratio is of order one. The period is then a natural scale for direct fission, although the ion never completes a vibration on the repulsive surface.

For our numbers aL = 0.81, and

t/T = (0.81/π) × √3 × 2.180 = 0.97.

The closeness to one has no special significance, since E, L and X were chosen as round values. The cancellation of the mass is the general feature of this model. With the mass tripled in both motions and both potentials held fixed, the numerical ratio remains 0.97.

**The shape of the repulsion**

Two limits show what the formula contains. For a steep repulsion, L ≪ X, the argument s of the arccosh is large and arccosh s ≈ ln(2s). Hence

t ≈ (2L/v)(X/2L + ln 2) = X/v + (2L ln 2)/v.

The first term is the time needed to cover X at the final speed, and the second is the delay while the fragments accelerate. Here they are 31.9 fs and 14.7 fs. Their sum, 46.7 fs, is already close to the full result. The first term also shows how the end point matters: once the push is over, each further 0.05 nm added to X costs about 11 fs.

For a gentle repulsion, L ≫ X, the argument is close to one, exp(X/2L) ≈ 1 + X/2L, and arccosh(1 + δ) ≈ √(2δ) for small δ. Then

t ≈ (2L/v)√(X/L) = √(2mXL/E).

This is the time for a uniform acceleration E/(mL) over the distance X, as it should be when the force E/L hardly changes on the way. In this limit t grows as √L. For this family of surfaces, a push spread over a longer range therefore gives slower fission, even though the total release E is the same.

At fixed L and X, t varies as 1/√E. Doubling E from 1 to 2 eV shortens the time to 32.8 fs, and halving it lengthens the time to 65.6 fs. At fixed E and X, halving L gives 39.3 fs and doubling it gives 58.8 fs. A factor of two either way in E or in L, taken one at a time, thus keeps the time between about 0.7T and 1.4T.

**What recoils**

So far a bare carbon atom has left a bare sulfur atom. In triphenylsulfonium a phenyl group leaves diphenyl sulfide. If both were rigid, the reduced mass would be M = 54.53 u in place of m = 8.74 u. Since t is proportional to the square root of the mass that moves,

t_rigid = 46.4 fs × √(54.53/8.74) = 115.9 fs = 2.43T.

The cancellation of the mass is now incomplete. The local stretch involves m, the separation involves M, and the ratio t/T gains the factor √(M/m) = 2.5.

Real fragments are flexible. A simple model places four masses on a line: the rest of the leaving ring, its carbon atom, the sulfur atom, and the other two rings. The repulsion acts between carbon and sulfur. A spring of 500 N/m ties the carbon to its ring, and a softer spring ties the sulfur to the other two rings. It is softer because those bonds stand at a large angle to the breaking one, so that sulfur recoils largely by bending them. The spring constants are illustrative. They are also not tuned to the spectrum: with the 252 N/m spring between carbon and sulfur, this chain has modes near 1090, 390–470 and 110–180 cm⁻¹ and none at 700 cm⁻¹, so for the chain T serves only as a unit of time.

With 200, 100 and 50 N/m for the softer spring, the bond reaches X after 121, 142 and 161 fs. All three times are longer than the rigid one. The rigid result is therefore not an upper bound, and among these three cases the softer spring gives the longer time.

A limiting case shows one way in which flexibility can delay the separation. Suppose that the push ended before the springs had responded. Carbon and sulfur would share the energy E as free atoms, with equal and opposite momenta of size

p = √(2mE).

The springs act within each fragment and cannot change its total momentum. Once they have pulled the rest of each fragment along, the fragments still carry momenta of size p, and their energy of separation is

p²/(2M) = (m/M)E = 0.16E.

The other 84% of the release would have become vibration inside the fragments. A rigid pair turns all of E into separation. The three chain cases lie between these limits and nearer the rigid one, with roughly two thirds to nine tenths of E ending as energy of separation. Energy left in vibration slows the later separation. The time to reach X also depends on where carbon and sulfur stand in their vibrations at that moment, since the extension is measured between these two atoms. The calculation does not separate the two effects, so it does not show how much each contributes to the three times.

The trend does not continue to ever softer springs. If the sulfur spring is soft enough, sulfur moves away from carbon before its rings can hold it back, and the bond reaches X sooner than in the rigid case. The rigid result is therefore not a lower bound either. With both springs removed, the chain gives back the 46.4 fs of two free atoms, since nothing then holds carbon and sulfur back before they reach X.

**Zero-point motion, heat and drag**

The bond does not start at a sharp position and at rest. In the harmonic ground state its position has the standard deviation

σ = √(ħ/(2mω)) = 0.00525 nm,

about a tenth of L. A quantum wave packet of this width, released on the repulsive surface with the mass m, has a mean extension that reaches X after 46.05 fs, within 1% of the classical time. Its slight lead comes mostly from the spread in starting velocity, and to a smaller extent from the spread in starting position. The second effect is easy to see in the force. Averaging the exponential force over the Gaussian starting distribution multiplies it by

exp[σ²/(2L²)] = 1.006,

so the mean initial push is a little stronger than the push at x = 0. The packet's width on arrival, divided by its mean speed, gives a spread of 3.3 fs. The classical path is therefore a good guide to the mean, with an uncertainty in arrival of about 7% of t.

At 300 K the thermal energy is 0.0259 eV, well below ħω = 0.0868 eV. The stretch is mostly in its lowest level, and heat widens the starting distribution by a factor of 1.035. This is negligible here.

The surrounding film resists the motion. If this is represented by a drag that would slow a free fragment with a time constant of 200 fs, the 46.4 fs becomes 49.2 fs, an increase of 6%. To first order the relative delay is proportional to t divided by the drag time. For rigid fragments with the same drag time this scaling gives about 15%, which is a slight underestimate because the drag then acts for a larger part of its time constant. A smooth drag does not represent a collision with a neighbouring polymer chain, which could stop or reverse the separation.

**A barrier**

Now let the excited state be bound along the C–S coordinate, with a barrier of height B = 0.2 eV above the bottom of its well. Assume for simplicity that this well also has the period T and the mass m. Write θ for the thermal energy, Boltzmann's constant times the temperature.

Classical transition-state theory takes the population in the well to be in thermal equilibrium and counts each outward crossing of the barrier as an escape. The rate is the probability density at the barrier position x_b times the mean outward velocity. For a harmonic well with B ≫ θ,

P(x_b) = √(k/(2πθ)) exp(−B/θ).

The outward velocities contribute

∫₀^∞ u √(m/(2πθ)) exp(−mu²/2θ) du = √(m/(2πθ)) · θ/m = √(θ/(2πm)).

In the product θ cancels from the prefactor:

rate = (1/2π)√(k/m) exp(−B/θ) = (1/T) exp(−B/θ).

The mean waiting time is therefore

t_B = T exp(B/θ) = 47.65 fs × exp(0.2/0.02585) = 109 ps,

or about 2300 periods. The stretch period has become the time between attempts, and the exponential decides how many attempts are needed.

Because ħω exceeds θ, the classical treatment of the well is rough. Its classical partition function is θ/(ħω), while the sum over the harmonic levels gives

Z = 1/[2 sinh(ħω/2θ)].

The quantum value is smaller, because the zero-point energy raises the lowest level. The rate is inversely proportional to the partition function, so it rises by the factor

(θ/ħω) · 2 sinh(ħω/2θ) = 1.54.

This shortens the wait to about 71 ps. Tunnelling, which would shorten it further, is left out. Within this estimate, fission over the barrier is slower than the direct process with the same mass m by about three orders of magnitude.

**The cases together**

Each row changes only what it names. The first five rows use the C–S atomic mass.

| Case | Time | Time/T |
|---|---|---|
| E = 1 eV, L = 0.05 nm | 46.4 fs | 0.97 |
| E = 0.5 eV | 65.6 fs | 1.38 |
| E = 2 eV | 32.8 fs | 0.69 |
| L = 0.025 nm | 39.3 fs | 0.82 |
| L = 0.10 nm | 58.8 fs | 1.23 |
| Rigid fragments | 116 fs | 2.4 |
| Flexible, 200 N/m | 121 fs | 2.5 |
| Flexible, 50 N/m | 161 fs | 3.4 |
| Barrier 0.2 eV, classical | 109 ps | 2300 |

For direct fission, the period of 48 fs gives the right order of magnitude. With the recoil of whole fragments included, the cases in the table take about two and a half to three and a half periods. This range depends on the illustrative springs, and a softer link between sulfur and its rings can shorten the time. A measured time of many picoseconds would point away from a direct repulsive path, though it would not by itself identify a barrier as the cause.

**The real resist**

Triphenylsulfonium salts are used as photoacid generators in 193 nm resists. A C–S stretch near 700 cm⁻¹ and a bond energy near 3 eV are rough typical values; E and L are plausible choices, not measured properties of the salt. The assumption most open to doubt is that absorption leads straight to the repulsive surface. Light at 193 nm is absorbed strongly by the aromatic rings, and the excitation may first have to pass from a ring state to one that is repulsive along C–S. The time for that passage adds to the times found here and is not set by the stretch period. If it requires crossing a barrier like the one above, and the excited ion has cooled to 300 K, the answer moves from about 0.1 ps to about 100 ps. An ion that has just absorbed 6.42 eV may be much hotter: 1 eV of excess energy spread over its 96 vibrational modes corresponds roughly to 600 K, and T exp(B/θ) then falls to a few picoseconds. Nor does a short fission time guarantee a high yield of acid, because the fragments can recombine while the film holds them together. Under extreme-ultraviolet exposure much of the chemistry is started by electrons released in the film, so a model that begins with optical excitation of the salt does not describe that route.

The full set of values is in the numerical output below.

Computed results

```
Input wavenumber: 700 cm^-1
Input well depth D: 3.0 eV
Input energy release E: 1.0 eV
Input repulsion range L: 0.050 nm
Input broken at X: 0.150 nm
Input temperature: 300 K
Input wavelength: 193 nm
Photon energy: 6.42 eV
Photon energy minus D: 3.42 eV
Period T: 47.65 fs
Angular frequency: 0.1319 rad/fs
Vibrational quantum: 0.0868 eV
Reduced mass, C and S atoms: 8.74 u
Force constant: 252.3 N/m
Morse inverse range a: 16.20 nm^-1
Morse period by quadrature: 47.68 fs
Morse fundamental, grid: 689.87 cm^-1
Morse fundamental, formula: 689.87 cm^-1
Final speed v: 0.00470 nm/fs
arccosh(exp(X/2L)): 2.180
Fission time, formula: 46.40 fs
Fission time, Newton: 46.40 fs
Fission time / T: 0.974
Same ratio, mass tripled: 0.973
Time for E=0.5 eV, L=0.050 nm: 65.6 fs
Time for E=2.0 eV, L=0.050 nm: 32.8 fs
Time for E=1.0 eV, L=0.025 nm: 39.3 fs
Time for E=1.0 eV, L=0.100 nm: 58.8 fs
Reduced mass, fragments: 54.53 u
Time, rigid fragments: 115.9 fs
Rigid-fragment time / T: 2.43
Input ring spring: 500 N/m
Time, chain, S spring 50 N/m: 160.5 fs
Time, chain, S spring 100 N/m: 141.9 fs
Time, chain, S spring 200 N/m: 121.2 fs
Input drag time: 200 fs
Time with drag, C and S masses: 49.2 fs
Ground-state width: 0.00525 nm
Time, quantum packet mean: 46.05 fs
Packet arrival spread (rms): 3.3 fs
Initial width factor at 300 K: 1.035
Thermal energy kT: 0.02585 eV
Input barrier B: 0.2 eV
Barrier escape time, classical: 109.1 ps
Barrier escape time / T: 2290
Rate factor, quantum well: 1.54
```
